# Choosing the Imaginary Frequency in Surface-Green-Function Phonon Transmission

Two harmonic chains are joined by one spring, and the transmission of a 0.0063 eV phonon is computed with surface Green functions. The small imaginary frequency \(\eta\) is then halved, from \(10^{-3}\) to \(5\times10^{-4}\) of the phonon frequency. With a joining spring of 6/17 (about 0.3529) eV/Å² the error of the transmission falls by a factor 4.000. With a spring of 0.05 eV/Å², and all else unchanged, it falls by 2.002. The error is measured from the value found by matching incident, reflected and transmitted waves at real frequency.

A program that computes phonon transport from force constants may ask for this \(\eta\), and for a tolerance or an iteration limit. The model below can be solved in closed form, so it shows what the setting does and how to choose it.

## Model and conventions

Atomic units are used in the algebra, so \(\hbar=1\) and a frequency is also an energy. Lead \(i=1,2\) has masses \(m_i\) and nearest-neighbour springs \(k_i\); the joining spring is \(k_c>0\). Motion is along the chain, harmonic and free of disorder.

For displacements varying as \(e^{-i\omega t}\) under applied forces \(F\), Newton's equation \(-\omega^2Mu=-Ku+F\) gives

\[
(\omega^2M-K)u=-F,\qquad u=-GF,\qquad G=[z^2M-K]^{-1},\quad z=\omega+i\eta .
\]

Since \(e^{-izt}=e^{-i\omega t}e^{\eta t}\), a positive \(\eta\) describes a force switched on slowly from the distant past. It selects waves that leave the source.

Inside a lead, \((mz^2-2k)u_n+k(u_{n-1}+u_{n+1})=0\). Inserting \(u_n=\lambda^n\), \(\lambda=e^{i\theta}\), gives

\[
mz^2=2k(1-\cos\theta)=4k\sin^2(\theta/2),\qquad z=\Omega\sin(\theta/2),\qquad \Omega=2\sqrt{k/m}.
\]

The outgoing solution has \(\mathrm{Im}\,\theta>0\). At real frequency the lead carries waves for \(0<\omega<\Omega\).

## The surface Green function

Cut the joining spring and number the atoms of one lead \(0,1,2,\dots\) inwards. The end atom has one spring, so its Green function \(g\) satisfies \((mz^2-k)g+k\lambda g=1\). Using \(mz^2=2k-k\lambda-k/\lambda\),

\[
g=\frac{1}{k(1-1/\lambda)}=\frac{e^{i\theta/2}}{2ik\sin(\theta/2)}
=\frac{1}{2k}\left[1-i\cot(\theta/2)\right].
\]

With the impedance \(Z=\sqrt{km}\), \(2k\sin(\theta/2)=2kz/\Omega=zZ\). Hence

\[
g=\frac1{2k}-iY(z),\qquad Y(z)=\frac{\sqrt{1-z^2/\Omega^2}}{zZ}.
\]

At low real frequency \(g\to-i/(\omega Z)\). A force \(F\) then gives the end atom the velocity \(-i\omega u=i\omega gF=F/Z\): the lead acts as a damper of strength \(Z\), carrying energy away.

## From Green functions to transmission

Send a wave of unit amplitude towards the free end of lead 1: \(u_n=e^{-i\theta_1n}+r_0e^{i\theta_1n}\). A free end means no stretch between atom 0 and a fictitious atom \(-1\), so \(e^{i\theta_1}+r_0e^{-i\theta_1}=1+r_0\) and \(r_0=e^{i\theta_1}\). The end atom moves with amplitude \(u^{(0)}=1+e^{i\theta_1}\), and \(|u^{(0)}|^2=4\cos^2(\theta_1/2)\).

The incident power is the mean rate of work of one atom on the next. For a wave \(e^{i\theta_1 n}\) running with increasing \(n\),

\[
P_{\rm in}=\tfrac12\mathrm{Re}\left[k_1(u_n-u_{n+1})^*(-i\omega u_{n+1})\right]
=\tfrac12\omega k_1\sin\theta_1 ,
\]

because the \(|u_{n+1}|^2\) term is imaginary. Writing \(\sin\theta_1=2\sin(\theta_1/2)\cos(\theta_1/2)\),

\[
\frac{|u^{(0)}|^2}{P_{\rm in}}=\frac{4\cot(\theta_1/2)}{\omega k_1}=-\frac{8\,\mathrm{Im}\,g_1}{\omega}.
\]

Now restore the joint. It exerts a force \(f=k_c(u_2-u_1)\) on end atom 1 and \(-f\) on end atom 2, where the subscripts now name the leads. Therefore \(u_1=u^{(0)}-g_1f\), \(u_2=g_2f\), and

\[
f\left(\frac1{k_c}-g_1-g_2\right)=-u^{(0)} .
\]

The power entering lead 2 is \(\tfrac12\mathrm{Re}[(-f)^*(-i\omega g_2f)]=-\tfrac12\omega|f|^2\,\mathrm{Im}\,g_2\). Dividing by \(P_{\rm in}\),

\[
T=\frac{4\,\mathrm{Im}\,g_1\,\mathrm{Im}\,g_2}{|1/k_c-g_1-g_2|^2}.
\]

At real frequency this equals the usual Green-function trace formula for one channel; at finite \(\eta\) the error depends on where the leads are cut, as noted in the guidance below. At real frequency it becomes

\[
T=\frac{4y_1y_2}{(y_1+y_2)^2+\omega^2\Delta^2},\quad
y_i=\frac{\sqrt{1-\omega^2/\Omega_i^2}}{Z_i},\quad
\Delta=\frac1{k_c}-\frac1{2k_1}-\frac1{2k_2},
\]

for \(\omega\) inside both bands; otherwise \(T=0\). As \(\omega\to0\) at fixed \(k_c\), \(y_i\to1/Z_i\) and the \(\Delta\) term vanishes. Multiplying numerator and denominator by \(Z_1^2Z_2^2\) gives the acoustic limit

\[
T_0=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}.
\]

If the chains differ in mass alone, \(k_1=k_2=k_c\), then \(\Delta=0\). Let chain 1 be heavier. It has the larger \(Z\), hence the smaller \(y\), and the lower band top. The ratio \(y_1/y_2\) therefore starts below one and falls with frequency, and \(T\) falls steadily from \(T_0\) to zero at \(\Omega_1\).

## What the setting does to the error

At finite \(\eta\), expand \(Y(\omega+i\eta)=Y+i\eta Y'-\tfrac12\eta^2Y''+\dots\), with real derivatives at \(\omega\). The numerator contains \(-\mathrm{Im}\,g=\mathrm{Re}\,Y\), which changes only in second order. With \(S=Y_1+Y_2\), the denominator is

\[
|\Delta+iS(z)|^2=(\Delta-\eta S')^2+S^2+O(\eta^2)
=\Delta^2+S^2-2\eta\Delta S'+O(\eta^2).
\]

The relative error is thus

\[
\frac{\delta T}{T}=\frac{2\eta\Delta S'}{\Delta^2+S^2}+O(\eta^2).
\]

This explains the opening numbers. The spring 6/17 eV/Å² is the value that makes \(\Delta=0\), so the error is quadratic. Rounding it to 0.3529 leaves a small linear part, and the factor drops from 4.000 to 3.68. The weak spring has \(\Delta\ne0\), and its error is linear.

Differentiating \(Y=\sqrt{\omega^{-2}-\Omega^{-2}}/Z\) gives \(Y'=-Y/[\omega(1-\omega^2/\Omega^2)]\). Also \(2|\Delta|S\le\Delta^2+S^2\). With \(\Omega_<\) the lower band top, the first-order part obeys

\[
\left|\frac{\delta T}{T}\right|_{\rm first}\le\frac{\eta|S'|}{S}\le\frac{\eta}{\omega}\,\frac{1}{1-\omega^2/\Omega_<^2}.
\]

This holds for any joint in the model while \(\eta\) is small beside both \(\omega\) and \(\Omega_<-\omega\). At half the lower band top and \(\eta=10^{-3}\omega\), the bound is \(10^{-3}/0.75=1.3\times10^{-3}\).

The limits \(\eta\to0\) and \(\omega\to0\) cannot be exchanged. When \(|z|\) is so small that \(Y_i\approx1/(zZ_i)\) and \(\Delta\) is negligible beside \(|S|\), \(\mathrm{Re}\,Y_i=\omega/(|z|^2Z_i)\), and

\[
T\approx\frac{4\omega^2/(|z|^4Z_1Z_2)}{(1/Z_1+1/Z_2)^2/|z|^2}
=\frac{T_0}{1+(\eta/\omega)^2}.
\]

At fixed \(\eta\) the computed transmission tends to zero, not to \(T_0\). A plot that collapses near zero frequency can therefore be a product of the setting.

## What the setting does to the cost

Decimation finds \(g\) by removing every second atom. Let \(s\), \(a\) and \(b\) be the end element, bulk element and coupling of \(z^2M-K\), initially \(s=mz^2-k\), \(a=mz^2-2k\), \(b=k\). Eliminating atom 1 through \(u_1=-(b/a)(u_0+u_2)\), and likewise every odd atom, gives

\[
s\leftarrow s-\frac{b^2}{a},\qquad a\leftarrow a-\frac{2b^2}{a},\qquad b\leftarrow-\frac{b^2}{a}.
\]

Initially \(a/b=-2\cos\theta\). After one step the ratio is \(2-(a/b)^2=2-4\cos^2\theta=-2\cos2\theta\), while \(b\) becomes \(k/(2\cos\theta)=k\sin\theta/\sin2\theta\). Each step doubles the phase, so after \(n\) steps

\[
b_n=\frac{k\sin\theta}{\sin(2^n\theta)} .
\]

At \(\eta=0\) inside the band, \(|b_n|\ge k\sin\theta\): the iteration cannot converge. With \(\eta>0\), \(|b_n|\approx2k\sin\theta\,e^{-2^n\mathrm{Im}\,\theta}\) at large \(n\). Since \(d\omega/d\theta=\tfrac12\Omega\cos(\theta/2)\), reaching \(|b_n|<\tau k\) takes about

\[
n=\log_2\frac{\ln(2\sin\theta/\tau)}{\mathrm{Im}\,\theta},\qquad
\mathrm{Im}\,\theta\approx\frac{2\eta}{\Omega\cos(\theta/2)} .
\]

For the softer chain of the example, take \(\omega=0.005\) eV, \(\eta=10^{-7}\omega\) and \(\tau=10^{-12}\). The formula gives 28.27, and the iteration stops after 29 doublings. A tenfold smaller \(\eta\) costs \(\log_2 10=3.3\) more.

The stopping tolerance can be loose, provided \(\tau\ll\sin\theta\). With \(N=2^n\), the exact end equation is \(1/g=s_n+b_n\lambda^N\). Stopping drops the last term, of size \(|b_n|e^{-N\mathrm{Im}\,\theta}\approx|b_n|^2/(2k\sin\theta)\). Since \(|b_n|<\tau k\), this is at most about \(\tau^2k/(2\sin\theta)\): the bound on the error goes as the square of \(\tau\). It must be compared with \(|1/g|=2k\sin(\theta/2)\), so at small \(\theta\) the relative error is bounded by about \(\tau^2/(2\theta^2)\). If \(\tau\) exceeds \(\sin\theta\), the early couplings \(b_n\approx k/2^n\) can pass the test before any decay sets in. At 0.0001 eV the stiffer chain has \(\sin\theta=0.0076\); with \(\eta=10^{-6}\omega\), \(\tau=10^{-2}\) stops it after 7 doublings and gives \(T\approx0\) instead of 0.682.

Rounding sets a lower limit on \(\eta\). At \(\omega=\Omega/\sqrt2\), \(\theta=\pi/2\) and the first divisor is \(a\approx2im\omega\eta=4ik\eta/\omega\). The next coupling has size \(k\omega/(4\eta)\), or \(2.5\times10^6k\) for \(\eta=10^{-7}\omega\). The next bulk element is \(a-2k^2/a\), in which \(a\) is smaller than the other term by the factor \(8(\eta/\omega)^2=8\times10^{-14}\). Yet \(a\) fixes the decay, since without it the doubled phase would lie exactly at a band edge. Double precision rounds at about \(10^{-16}\), so this small term, and with it \(g\), can be wrong by about one part in a thousand. A tenfold larger \(\eta\) reduces this error about a hundredfold.

## Guidance

- Let \(\eta\) scale with \(\omega\). For a relative error \(\epsilon\), take \(\eta=\epsilon\,\omega(1-\omega^2/\Omega_<^2)\). For small \(\epsilon\) this bounds the first-order error.
- Find out where the program adds its imaginary part. If it uses \(\omega^2+i\delta\), then \(\delta\approx2\omega\eta\), so \(\eta/\omega\approx\delta/(2\omega^2)\) while \(\delta\ll\omega^2\). A fixed \(\delta\) spoils the acoustic region first. For \(\omega^2\ll\delta\), \(z^2\to i\delta\) has a root with equal real and imaginary parts, and for small \(\delta\) the computed \(T\) tends to \(T_0/2\) rather than to zero.
- Set the iteration limit from the formula for \(n\), with a few steps to spare.
- Repeat one point with \(\eta/2\). If the error is linear, \(2T(\eta/2)-T(\eta)\) removes its leading part.
- To verify \(T_0\), lower \(\omega\) and keep \(\eta/\omega\) small. The joint decides how low \(\omega\) must be, as shown next.

These rules are derived for one channel and for a spring that joins the two lead surfaces directly. If a program places \(N\) atoms between the leads and gives them the same \(\eta\), waves also decay there. Even in a uniform chain \(T\) is then reduced by about the factor \(e^{-2N\mathrm{Im}\,\theta}\), an error linear in \(\eta\) that must be kept small as well. The quadratic error at \(\Delta=0\) also depends on this choice. Take the two end atoms as the central region, with the spring 6/17 eV/Å², \(\omega=\Omega_2/2\) and \(\eta=10^{-3}\omega\). The relative error is then linear in \(\eta\): \(-3.3\times10^{-3}\), above the bound, if the central atoms carry \(\eta\), and \(-1.5\times10^{-4}\) if only the leads do. For leads with many branches the rules are a starting point: every band edge and slow branch needs its own convergence study.

## Example: dense oxide against a porous low-k dielectric

The left chain has mass 36 u and spring 1.5 eV/Å²; the right has 21 u and 0.2 eV/Å². Both have 3 Å spacing and one chain per 9 Å². Each site stands for a small group of atoms. The band tops are 0.02639 and 0.01262 eV. The impedances are 113.66 and 31.70 \(\hbar\)/Å², or 13.3 and 3.7 MRayl after division by the area. Their ratio is \(\sqrt{54/4.2}=3.586\), so

\[
T_0=\frac{4(3.586)}{(4.586)^2}=0.682 .
\]

Mass contrast alone, with all springs equal, would give 0.982. Most of the reflection here comes from the softer springs.

The table compares a well-bonded joint (0.35 eV/Å²) with a weak one (0.05 eV/Å²), computed by decimation with \(\eta=10^{-7}\omega\).

| Energy (eV) | \(T\), good | \(T\), weak |
|---|---|---|
| 0.0001 | 0.682 | 0.681 |
| 0.0005 | 0.682 | 0.653 |
| 0.0020 | 0.686 | 0.394 |
| 0.0050 | 0.708 | 0.114 |
| 0.0120 | 0.988 | 0.007 |

Both joints approach the same limit, over very different ranges. To see why, put \(r=y_1/y_2\) and write

\[
T=\frac{4r}{(1+r)^2}\left[1+\frac{\omega^2\Delta^2}{(y_1+y_2)^2}\right]^{-1}.
\]

To order \(\omega^2\), \(\ln r\) changes by \(-\tfrac12\omega^2(\Omega_1^{-2}-\Omega_2^{-2})\). The logarithmic slope of \(4r/(1+r)^2\) is \((1-r)/(1+r)\), which tends to \((Z_1-Z_2)/(Z_1+Z_2)\). Thus \(T/T_0=1+C\omega^2+\dots\), with

\[
C=-\frac12\left(\frac1{\Omega_1^2}-\frac1{\Omega_2^2}\right)\frac{Z_1-Z_2}{Z_1+Z_2}
-\left(\frac{\Delta Z_1Z_2}{Z_1+Z_2}\right)^2 .
\]

The first term is \(+1.37\times10^3\) eV⁻². For the good joint \(\Delta=0.024\) Å²/eV, the second term is negligible, and \(T\) rises. For the weak joint \(\Delta=17.2\) Å²/eV; the second term is \(-1.81\times10^5\) eV⁻², and \(T\) falls. Solving the closed form for a 1% departure from \(T_0\) gives 0.0027 eV for the good joint and 0.00024 eV for the weak one. The estimate \(0.1/\sqrt{|C|}\) gives the same values to two figures.

The near-perfect transmission at 0.012 eV has a simple origin. With \(\Delta=0\), \(T=1\) where \(y_1=y_2\), which here occurs at 0.01223 eV. The soft chain's response falls towards its band edge until it matches that of the stiff chain. The good joint is close to this case.

## How far the example describes a device

The parameters correspond to 2.21 g/cm³ and 80 GPa for the oxide, and 1.29 g/cm³ and 11 GPa for the low-k material. These lie in the rough range of silica and porous organosilicate films. The band tops do not: silica has vibrations above 0.1 eV, which the coarse sites omit. For independent parallel chains of area \(A\), the Landauer conductance is

\[
h=\frac1A\int\frac{d\omega}{2\pi}\,\omega\,\frac{\partial n}{\partial\Theta}\,T(\omega),
\]

where \(n\) is the Bose occupation and \(\Theta\) the temperature. Quadrature at 378 K gives 355 MW/(m² K) for the good joint and 78 for the weak one. These include the ballistic contact resistance that remains even between identical chains. The inverses, 2.8 and 12.9 m² K/GW, are small beside the 333 m² K/GW of a 100 nm film with a rough conductivity \(\kappa=0.3\) W/(m K).

The assumption of ballistic motion fails in the low-k lead. The kinetic estimate \(\ell=3\kappa/(C_Vc)\), with \(C_V=3k_B\) per site volume and sound speed \(c=2876\) m/s, gives 2 Å, less than the spacing. Travelling waves are then a poor description of much of the heat flow, and \(h\) is an illustration, not a prediction. Oblique incidence matters too. For scalar waves, continuity of displacement and normal stress replaces \(Z\) by \(Z\cos\alpha\), with \(\alpha\) the angle from the normal. Waves from the low-k side are totally reflected beyond 28.6°, and the flux-weighted average of the acoustic transmission is 0.185, or 0.27 of \(T_0\). Finally, the rms thermal stretch of a low-k spring is 0.40 Å, 13% of the spacing, so the harmonic assumption is strained; at the weak joint the stretch is twice as large. Quantum occupation lowers \(h\) for the good joint by 0.5% from its classical value. None of these errors is reduced by a smaller \(\eta\).
